# Quantum-jump trajectories with waiting-time sampling, and their cost against the Liouvillian: a program that tests the result

```python
"""Quantum-jump trajectories with waiting-time sampling versus Lindblad.

Result under test: the mean of |psi><psi| over trajectories equals rho(t), where
 drho/dt = -i[H,rho] + sum_k (L_k rho L_k^+ - {L_k^+ L_k, rho}/2),
and the mean squared Frobenius error of N trajectories is (1-Tr rho^2)/N.
Heff = H - (i/2) sum_k L_k^+ L_k generates evolution between jumps.
S is the squared norm without a jump; u is the uniform random threshold.
Units: hbar = 1, decay rate gamma = 1, time in 1/gamma.
Matrices are vectorized by stacking columns. Qubit basis order: ground, excited.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm
from scipy.integrate import solve_ivp


def norm2(rows):
    return np.sum(np.abs(rows)**2, axis=-1)


def effective(H, jumps):
    return H - 0.5j * sum(L.conj().T @ L for L in jumps)


def generators(H, jumps):
    """Sparse no-jump and jump parts of the Liouvillian."""
    heff = sp.csr_matrix(effective(H, jumps))
    one = sp.identity(heff.shape[0], format="csr")
    smooth = -1j * sp.kron(one, heff) + 1j * sp.kron(heff.conj(), one)
    jump = sum(sp.kron(sp.csr_matrix(L).conj(), sp.csr_matrix(L)).tocsr()
               for L in jumps)
    return smooth.tocsr(), jump.tocsr()


def chain(n, coupling, drive, gamma):
    low = sp.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    a = [sp.kron(sp.identity(2**i),
                 sp.kron(low, sp.identity(2**(n - 1 - i)))).tocsr()
         for i in range(n)]
    H = 0.5 * drive * (a[0] + a[0].T)
    for i in range(n - 1):
        H = H + coupling * (a[i].T @ a[i + 1] + a[i + 1].T @ a[i])
    return H.tocsr(), [np.sqrt(gamma) * x for x in a]


def trajectories(start, H, jumps, duration, bits, rng):
    """Advance all rows of start; jump times lie on a grid of 2**bits ticks."""
    psi = start.copy()
    size = len(psi)
    tick = duration / 2**bits
    heff = effective(H, jumps)
    ladder = [expm(-1j * heff * tick * 2**k) for k in range(bits + 1)]
    left = np.full(size, 2**bits, dtype=np.int64)
    count = np.zeros(size, dtype=int)
    first_time = np.full(size, np.inf)
    first_channel = np.full(size, -1)
    products = 0
    active = np.arange(size)
    while active.size:
        phi = psi[active]
        remaining = left[active]
        u = rng.random(active.size)
        done = np.zeros(active.size, dtype=np.int64)
        for k in range(bits, -1, -1):
            trial = np.flatnonzero(done + 2**k <= remaining)
            if trial.size == 0:
                continue
            candidate = phi[trial] @ ladder[k].T
            products += trial.size
            keep = norm2(candidate) > u[trial]
            phi[trial[keep]] = candidate[keep]
            done[trial[keep]] += 2**k
        jumped = done < remaining
        calm = phi[~jumped]
        psi[active[~jumped]] = calm / np.sqrt(norm2(calm))[:, None]
        who = active[jumped]
        if who.size == 0:
            break
        before = phi[jumped] @ ladder[0].T
        after = np.array([before @ L.T for L in jumps])
        products += who.size * (1 + len(jumps))
        cumulative = np.cumsum(norm2(after), axis=0)
        cumulative /= cumulative[-1]
        channel = np.sum(rng.random(who.size) >= cumulative, axis=0)
        chosen = after[channel, np.arange(who.size)]
        psi[who] = chosen / np.sqrt(norm2(chosen))[:, None]
        left[who] = remaining[jumped] - done[jumped] - 1
        new = count[who] == 0
        first_time[who[new]] = (2**bits - left[who[new]]) * tick
        first_channel[who[new]] = channel[new]
        count[who] += 1
        active = who[left[who] > 0]
    return psi, count, first_time, first_channel, products


rng = np.random.default_rng(12345)
sites, coupling, drive, gamma = 3, 1.0, 2.0, 1.0
number, bits, segment, segments = 20000, 20, 1.0, 4
total_time = segment * segments
Hs, jumps_s = chain(sites, coupling, drive, gamma)
H = Hs.toarray().astype(complex)
jumps = [L.toarray().astype(complex) for L in jumps_s]
d = len(H)
heff = effective(H, jumps)
smooth_s, jump_s = generators(H, jumps)
smooth, jump = smooth_s.toarray(), jump_s.toarray()
liouvillian = smooth + jump
ground = np.zeros(d, dtype=complex)
ground[0] = 1
rho0 = np.outer(ground, ground.conj())


def unvec(v):
    return v.reshape((d, d), order="F")


def exact(t):
    return unvec(expm(liouvillian * t) @ rho0.reshape(-1, order="F"))


# Vectorized propagation against direct integration of the master equation.
def master(t, flat):
    r = flat.reshape(d, d)
    out = -1j * (H @ r - r @ H)
    for L in jumps:
        M = L.conj().T @ L
        out += L @ r @ L.conj().T - 0.5 * (M @ r + r @ M)
    return out.ravel()


solution = solve_ivp(master, (0, total_time), rho0.ravel(), method="DOP853",
                     rtol=1e-10, atol=1e-12)
ode_difference = np.max(np.abs(solution.y[:, -1].reshape(d, d)
                              - exact(total_time)))
assert ode_difference < 1e-7

# Explicit jump records, by quadrature, against a counting-field calculation.
short = 0.5
excited = np.zeros(d, dtype=complex)
excited[-1] = 1
x, w = np.polynomial.legendre.leggauss(10)


def free(t):
    return expm(-1j * heff * t)


def projector(v):
    return np.outer(v, v.conj())


records = [projector(free(short) @ excited),
           np.zeros((d, d), complex), np.zeros((d, d), complex)]
for x1, w1 in zip(x, w):
    t1, weight1 = short * (x1 + 1) / 2, w1 * short / 2
    at_first = free(t1) @ excited
    finish = free(short - t1)
    once = [L @ at_first for L in jumps]
    for v in once:
        records[1] += weight1 * projector(finish @ v)
    for x2, w2 in zip(x, w):
        gap = (short - t1) * (x2 + 1) / 2
        weight2 = weight1 * w2 * (short - t1) / 2
        middle, last = free(gap), free(short - t1 - gap)
        for v in once:
            for L in jumps:
                records[2] += weight2 * projector(last @ L @ middle @ v)
angles = 2 * np.pi * np.arange(16) / 16
source = projector(excited).reshape(-1, order="F")
counted = [expm((smooth + np.exp(1j * q) * jump) * short) @ source
           for q in angles]
record_difference = 0.0
for n in range(3):
    resolved = sum(np.exp(-1j * n * q) * v for q, v in zip(angles, counted)) / 16
    record_difference = max(record_difference,
                            np.max(np.abs(unvec(resolved) - records[n])))
assert record_difference < 1e-8
gamma_max = np.linalg.eigvalsh(sum(L.conj().T @ L for L in jumps))[-1]
mean_bound = gamma_max * short
poisson_tail = 1 - np.exp(-mean_bound) * (1 + mean_bound + mean_bound**2 / 2)
remainder = unvec(expm(liouvillian * short) @ source) - sum(records)
tail = np.trace(remainder).real
assert np.linalg.eigvalsh((remainder + remainder.conj().T) / 2)[0] > -1e-8
assert 0 < tail <= poisson_tail + 1e-9

print(f"Qubits {sites}, dimension d = {d}, trajectories N = {number}")
print(f"J = {coupling:.1f}, Omega = {drive:.1f}, gamma = {gamma:.1f} (units of gamma)")
print(f"Tick length = {segment / 2**bits:.3e} 1/gamma, K = {bits}")
print(f"Liouvillian minus direct integration, max entry = {ode_difference:.1e}")
print(f"Record tests: all qubits excited at start, t = {short:.1f} 1/gamma")
for n in range(3):
    print(f"  probability of {n} jumps = {np.trace(records[n]).real:.6f}")
print(f"  probability of 3 or more = {tail:.6f}, Poisson bound = {poisson_tail:.6f}")
print(f"  max entry difference, records vs counting field = {record_difference:.1e}")

# Main ensemble, observed at the ends of consecutive segments.
psi = np.tile(ground, (number, 1))
counts = np.zeros(number, dtype=int)
first = np.full(number, np.inf)
first_channel = np.full(number, -1)
products = 0
observable = jumps[-1].conj().T @ jumps[-1] / gamma
print("Third-site excitation p3 and Frobenius error of rho (dimensionless):")
print(" t[1/gamma] p3_Liouv  p3_traj   std_error  Frob_err  predicted_rms")
for step in range(segments):
    psi, c, f, channel, work = trajectories(psi, H, jumps, segment, bits, rng)
    new = (counts == 0) & (c > 0)
    first[new] = step * segment + f[new]
    first_channel[new] = channel[new]
    counts += c
    products += work
    t = (step + 1) * segment
    rho = exact(t)
    sampled = psi.T @ psi.conj() / number
    values = np.sum(psi.conj() * (psi @ observable.T), axis=1).real
    target = np.trace(observable @ rho).real
    variance = np.var(values, ddof=1)
    error = np.sqrt(variance / number)
    mixedness = 1 - np.trace(rho @ rho).real
    frob = np.linalg.norm(sampled - rho)
    rms = np.sqrt(mixedness / number)
    assert abs(values.mean() - target) < 5 * error
    assert frob**2 < 8 * rms**2
    quantum_variance = np.trace(observable @ observable @ rho).real - target**2
    assert variance < quantum_variance
    print(f" {t:4.1f}       {target:.5f}   {values.mean():.5f}   {error:.5f}"
          f"    {frob:.5f}   {rms:.5f}")
print(f"At t = {total_time:.1f}: trajectory variance of p3 = {variance:.5f}")
print(f"  upper bound from rho = {quantum_variance:.5f}")
print(f"  trajectories for standard error 0.001 = {variance / 0.001**2:.0f}")

# Error law from many independent small ensembles.
batch = 50
groups = psi.reshape(number // batch, batch, d)
batch_rho = np.einsum("bja,bjc->bac", groups, groups.conj()) / batch
scaled_error = batch * np.mean(np.sum(np.abs(batch_rho - rho)**2, axis=(1, 2)))
assert abs(scaled_error / mixedness - 1) < 0.2
print(f"Batches of {batch}: n * mean squared error = {scaled_error:.4f}")
print(f"  1 - Tr rho^2 = {mixedness:.4f}")

# First-jump law and channel probabilities.
grid = np.linspace(0.1, total_time, 40)
survival = np.array([norm2(free(t) @ ground) for t in grid])
sampled_survival = np.array([np.mean(first > t) for t in grid])
survival_difference = np.max(np.abs(survival - sampled_survival))
assert survival_difference < 2.5 / np.sqrt(number)
x, w = np.polynomial.legendre.leggauss(32)
times, weights = total_time * (x + 1) / 2, total_time * w / 2
channel_probability = np.zeros(sites)
mean_jumps = 0.0
rate_operator = sum(L.conj().T @ L for L in jumps)
for t, weight in zip(times, weights):
    phi = free(t) @ ground
    channel_probability += weight * np.array([norm2(L @ phi) for L in jumps])
    mean_jumps += weight * np.trace(rate_operator @ exact(t)).real
assert abs(channel_probability.sum() + survival[-1] - 1) < 1e-8
print(f"No jump up to t = {total_time:.1f}: exact {survival[-1]:.5f},"
      f" sampled {sampled_survival[-1]:.5f}")
print(f"  largest survival difference on time grid = {survival_difference:.5f}")
for k, p in enumerate(channel_probability):
    fraction = np.mean(first_channel == k)
    assert abs(fraction - p) < 5 * np.sqrt(p * (1 - p) / number)
    print(f"  first jump from qubit {k + 1}: exact {p:.5f}, sampled {fraction:.5f}")
assert abs(counts.mean() - mean_jumps) < 5 * counts.std() / np.sqrt(number)
print(f"Mean jumps per trajectory: exact {mean_jumps:.4f}, sampled {counts.mean():.4f}")

# Two unravellings of the same dephasing equation; the second has a dark state.
kappa, dephasing_time = 0.5, 1.0
sigma_z = np.diag([-1.0, 1.0]).astype(complex)
excited_projector = np.diag([0.0, 1.0]).astype(complex)
zero = np.zeros((2, 2), complex)
choices = [[np.sqrt(kappa) * sigma_z],
           [2 * np.sqrt(kappa) * excited_projector]]
full = [sum(generators(zero, choice)).toarray() for choice in choices]
assert np.allclose(full[0], full[1], atol=1e-13)
decay = np.exp(-4 * kappa * dephasing_time)
predicted = [1 - decay, decay * (1 - decay) / (1 + decay)]
plus = np.full((number, 2), 1 / np.sqrt(2), dtype=complex)
print(f"Dephasing: kappa = {kappa:.1f} gamma, t = {dephasing_time:.1f} 1/gamma")
for name, choice, formula, tolerance in zip(
        ("sigma_z", "projector"), choices, predicted, (0.025, 0.003)):
    final, c, _, _, _ = trajectories(plus, zero, choice, dephasing_time, bits, rng)
    signal = 2 * np.real(final[:, 0].conj() * final[:, 1])
    assert abs(signal.mean() - np.sqrt(decay)) < 5 * np.sqrt(formula / number)
    assert abs(signal.var() - formula) < tolerance
    print(f"  {name}: variance of sigma_x, formula {formula:.5f},"
          f" sampled {signal.var():.5f}")
print(f"  exact mean sigma_x = {np.sqrt(decay):.5f},"
      f" variance ratio = {predicted[0] / predicted[1]:.3f}")
final, c, _, _, _ = trajectories(plus, zero, choices[1], 20.0, bits, rng)
dark_fraction = np.mean(c == 0)
assert abs(dark_fraction - 0.5) < 5 * np.sqrt(0.25 / number)
print(f"  projector, t = 20.0 1/gamma: fraction without jump = {dark_fraction:.4f}")

print(f"Trajectory matrix-vector products, total = {products}")
print(f"  per trajectory = {products / number:.2f}")
print(f"  dense complex multiplications = {products * d**2:.3e}")
print(f"One dense Liouvillian-vector product = {d**4} multiplications")
print(f"One dense Liouvillian-matrix product = {d**6} multiplications")
print("Sparse cost: ratio = trajectories of equal cost per generator application")
print(" n   d   nnz_Heff  nnz_Liouv  ratio   1/sqrt(ratio)  dense_Liouv[MB]")
for n in range(2, 7):
    Hn, Ln = chain(n, coupling, drive, gamma)
    small = sp.csr_matrix(effective(Hn, Ln))
    large = sum(generators(Hn, Ln)).tocsr()
    small.eliminate_zeros()
    large.eliminate_zeros()
    dim = 2**n
    assert 2 * small.nnz == dim * (n + 3) - 2
    assert 4 * large.nnz == dim**2 * (5 * n + 8) - 4
    ratio = large.nnz / small.nnz
    print(f" {n}  {dim:3d}   {small.nnz:5d}     {large.nnz:6d}    {ratio:7.2f}"
          f"   {1 / np.sqrt(ratio):.4f}         {16 * dim**4 / 1e6:.4f}")
print("OK")
```

Printed output:

```
Qubits 3, dimension d = 8, trajectories N = 20000
J = 1.0, Omega = 2.0, gamma = 1.0 (units of gamma)
Tick length = 9.537e-07 1/gamma, K = 20
Liouvillian minus direct integration, max entry = 2.9e-12
Record tests: all qubits excited at start, t = 0.5 1/gamma
  probability of 0 jumps = 0.233717
  probability of 1 jumps = 0.436002
  probability of 2 jumps = 0.271994
  probability of 3 or more = 0.058287, Poisson bound = 0.191153
  max entry difference, records vs counting field = 1.4e-16
Third-site excitation p3 and Frobenius error of rho (dimensionless):
 t[1/gamma] p3_Liouv  p3_traj   std_error  Frob_err  predicted_rms
  1.0       0.00949   0.00950   0.00003    0.00120   0.00198
  2.0       0.11825   0.11742   0.00071    0.00326   0.00390
  3.0       0.19431   0.19450   0.00158    0.00109   0.00441
  4.0       0.19061   0.19279   0.00149    0.00377   0.00464
At t = 4.0: trajectory variance of p3 = 0.04447
  upper bound from rho = 0.15428
  trajectories for standard error 0.001 = 44473
Batches of 50: n * mean squared error = 0.4279
  1 - Tr rho^2 = 0.4311
No jump up to t = 4.0: exact 0.01708, sampled 0.01875
  largest survival difference on time grid = 0.00588
  first jump from qubit 1: exact 0.57690, sampled 0.57810
  first jump from qubit 2: exact 0.23639, sampled 0.23520
  first jump from qubit 3: exact 0.16963, sampled 0.16795
Mean jumps per trajectory: exact 2.1808, sampled 2.1770
Dephasing: kappa = 0.5 gamma, t = 1.0 1/gamma
  sigma_z: variance of sigma_x, formula 0.86466, sampled 0.86502
  projector: variance of sigma_x, formula 0.10307, sampled 0.10294
  exact mean sigma_x = 0.36788, variance ratio = 8.389
  projector, t = 20.0 1/gamma: fraction without jump = 0.4970
Trajectory matrix-vector products, total = 1488332
  per trajectory = 74.42
  dense complex multiplications = 9.525e+07
One dense Liouvillian-vector product = 4096 multiplications
One dense Liouvillian-matrix product = 262144 multiplications
Sparse cost: ratio = trajectories of equal cost per generator application
 n   d   nnz_Heff  nnz_Liouv  ratio   1/sqrt(ratio)  dense_Liouv[MB]
 2    4       9         71       7.89   0.3560         0.0041
 3    8      23        367      15.96   0.2503         0.0655
 4   16      55       1791      32.56   0.1752         1.0486
 5   32     127       8447      66.51   0.1226         16.7772
 6   64     287      38911     135.58   0.0859         268.4355
OK
```
